# Choosing the stopping shell in walk-on-spheres calculations of coating-defect permeation: test program

```python
"""
Result under test: a flat absorbing defect in an impermeable coating captures
J = 2 pi D C c0 from a half-space, C being the capacitance (a length) of a
conducting sheet of the same shape; C = 2a/pi for a disk of radius a.
Walk-on-spheres gives C = R * (hit probability from a sphere of radius R).
Stopping in a shell of width eps biases the disk result upward by the relative
amount eps/(2 pi a) * (ln(a/eps) + k), with k a constant.
D: diffusivity, c0: far concentration, u: hitting probability, deficit: 1-u.
Disk calculations use a = 1; crack calculations use its square side = 1.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson, solve_ivp
from scipy.special import j0

rng = np.random.default_rng(20417)
SHELLS = np.array([0.1, 0.03, 0.01, 0.003, 0.001, 0.0003])
WALKS = 400_000
DISK_C = 2 / np.pi


def disk_deficit(points):
    """1-u for the unit disk, from the oblate spheroidal coordinate."""
    x, y, z = points
    b = x*x + y*y + z*z - 1
    q = (np.sqrt(b*b + 4*z*z) + np.abs(b)) / 2
    lam = np.sqrt(np.where(b > 0, q, z*z / q))
    return 2 / np.pi * np.arctan(lam)


def disk_distance(points):
    x, y, z = points
    return np.hypot(np.maximum(np.hypot(x, y) - 1, 0), z)


# Branched crack: rectangles (x0, x1, y0, y1) that touch but do not overlap
RECTS = [(-4, 3, 0, 1), (0, 1, 1, 4), (-3, -2, -3, 0), (1, 3, -2, 0)]
CENTRE_Y = 0.5


def crack_distance(points):
    x, y, z = points
    best = np.full(x.shape, np.inf)
    for x0, x1, y0, y1 in RECTS:
        dx = np.maximum(np.abs(x - (x0 + x1)/2) - (x1 - x0)/2, 0)
        dy = np.maximum(np.abs(y + CENTRE_Y - (y0 + y1)/2) - (y1 - y0)/2, 0)
        best = np.minimum(best, dx*dx + dy*dy)
    return np.sqrt(best + z*z)


def directions(n):
    w = 2*rng.random(n) - 1
    phi = 2*np.pi*rng.random(n)
    s = np.sqrt(1 - w*w)
    return np.array([s*np.cos(phi), s*np.sin(phi), w])


def return_cosine(r, radius, uniform):
    """Cosine of the return point on the sphere, seen from its centre."""
    s = (r*r - radius**2) / (r - radius + 2*radius*uniform)
    return np.clip((r*r + radius**2 - s*s) / (2*r*radius), -1, 1)


def walk(distance, radius, total, batch=50_000):
    """First stopping points and mean jump number for every shell."""
    stops = [[] for _ in SHELLS]
    jumps = np.zeros(len(SHELLS))
    for _ in range(total // batch):
        pos = radius * directions(batch)
        nearest = np.full(batch, np.inf)
        step = 0
        while pos.shape[1]:
            d = distance(pos)
            close = np.flatnonzero(d < SHELLS[0])
            for k, eps in enumerate(SHELLS):
                new = close[(d[close] < eps) & (nearest[close] >= eps)]
                if new.size:
                    stops[k].append(pos[:, new])
                    jumps[k] += step * new.size
            nearest = np.minimum(nearest, d)
            keep = d >= SHELLS[-1]
            pos, nearest, d = pos[:, keep], nearest[keep], d[keep]
            pos = pos + d * directions(d.size)
            step += 1
            r = np.sqrt((pos**2).sum(axis=0))
            out = np.flatnonzero(r > radius)
            if out.size:
                alive = np.ones(r.size, dtype=bool)
                back = rng.random(out.size) < radius / r[out]
                alive[out[~back]] = False
                ret = out[back]
                axis = pos[:, ret] / r[ret]
                mu = return_cosine(r[ret], radius, rng.random(ret.size))
                side = directions(ret.size)
                side = side - (side*axis).sum(axis=0) * axis
                side = side / np.sqrt((side**2).sum(axis=0))
                pos[:, ret] = radius*(mu*axis + np.sqrt(1 - mu*mu)*side)
                pos, nearest = pos[:, alive], nearest[alive]
    stops = [np.concatenate(s, axis=1) for s in stops]
    hits = np.array([s.shape[1] for s in stops])
    return stops, hits, jumps / hits


def bias_from_counts(cap):
    """Bias at three shells from count differences, B = eps(A ln(1/eps)+K)."""
    e = SHELLS[[1, 3, 5]]
    c = cap[[1, 3, 5]]
    basis = np.array([e*np.log(1/e), e]).T
    coef = np.linalg.solve(basis[:-1] - basis[1:], c[:-1] - c[1:])
    return basis @ coef


def slab_term(r, thickness):
    """Lowering of 1/r by a fixed-concentration plane, spectral integral."""
    t, w = np.polynomial.legendre.leggauss(400)
    k = 10 / thickness * (t + 1)
    f = w * 10 / thickness * 2 / (np.exp(2*k*thickness) + 1)
    return j0(np.outer(r, k)) @ f


def panel_capacitance(m, thickness=None):
    """Collocation solution of the charge equation, m*m panels per square."""
    ij = np.hstack([np.mgrid[x0*m:x1*m, y0*m:y1*m].reshape(2, -1)
                    for x0, x1, y0, y1 in RECTS])
    dx = np.abs(ij[0][:, None] - ij[0][None, :])
    dy = np.abs(ij[1][:, None] - ij[1][None, :])
    n = max(dx.max(), dy.max()) + 1
    i, j = np.arange(n)[:, None], np.arange(n)[None, :]

    def prim(x, y):
        return x*np.arcsinh(y/np.abs(x)) + y*np.arcsinh(x/np.abs(y))
    table = (prim(i + .5, j + .5) - prim(i - .5, j + .5)
             - prim(i + .5, j - .5) + prim(i - .5, j - .5))
    h = 1 / m
    matrix = h * table[dx, dy]
    if thickness is not None:
        grid = np.linspace(0, 12, 300)
        matrix -= h*h*np.interp(h*np.hypot(dx, dy), grid,
                                slab_term(grid, thickness))
    return np.linalg.solve(matrix, np.ones(len(matrix))).sum() * h*h


# --- Disk solution: far field, anisotropic equation and surface flux ---
far = np.array([[3e3], [2e3], [4e3]])
far_cap = ((1 - disk_deficit(far)) * np.sqrt((far**2).sum()))[0]
assert abs(far_cap / DISK_C - 1) < 1e-5


def disk_flux(d_plane, d_normal):
    """One-sided flux for unit c0, after checking the diffusion equation."""
    stretch = np.sqrt(d_plane / d_normal)

    def conc(x, y, z):
        return disk_deficit(np.array([x, y, z*stretch]))
    x, y, z, h = 0.7, 0.4, 0.6, 1e-3
    mid = 2*conc(x, y, z)
    residual = (d_plane*(conc(x+h, y, z) + conc(x-h, y, z) - mid
                         + conc(x, y+h, z) + conc(x, y-h, z) - mid)
                + d_normal*(conc(x, y, z+h) + conc(x, y, z-h) - mid)) / h**2
    assert abs(residual) < 1e-4
    theta = (np.arange(4000) + 0.5) * np.pi / 8000
    rho, height = np.sin(theta), 1e-8
    grad = conc(rho, 0*rho, height + 0*rho) / height
    return (d_normal*grad*2*np.pi*rho*np.cos(theta)).sum() * np.pi / 8000


flux_iso = disk_flux(1.0, 1.0)
assert abs(flux_iso / 4 - 1) < 3e-3
assert abs(disk_flux(1.7, 0.6) / (4*np.sqrt(1.7*0.6)) - 1) < 3e-3

# --- Return law: exterior multipoles must be reproduced ---
mid_u = (np.arange(100_000) + 0.5) / 100_000
mu_test = return_cosine(1.3, 1.0, mid_u)
assert abs(mu_test.mean() - 1/1.3) < 1e-5
assert abs((1.5*mu_test**2 - 0.5).mean() - 1/1.3**2) < 1e-5

# --- Disk walks ---
R_disk = 1.5
stops, hits, jumps = walk(disk_distance, R_disk, WALKS)
cap_disk = R_disk * hits / WALKS
prob = hits / WALKS
err_disk = R_disk * np.sqrt(prob*(1 - prob) / WALKS)
deficits = [disk_deficit(s) for s in stops]
bias = R_disk * np.array([v.sum() for v in deficits]) / WALKS
bias_err = R_disk * np.array([np.sqrt((v*v).sum()) for v in deficits]) / WALKS
assert np.all(np.abs(cap_disk - bias - DISK_C) < 4.5*err_disk)
scaled = 2*np.pi*bias / DISK_C / SHELLS
scaled_err = 2*np.pi*bias_err / DISK_C / SHELLS
log_range = np.log(SHELLS[2] / SHELLS[5])
slope = (scaled[5] - scaled[2]) / log_range
slope_err = (scaled_err[5] + scaled_err[2]) / log_range
# 0.05 allows for higher orders in eps at the wider shell
assert abs(slope - 1) < 4*slope_err + 0.05
over_face = np.hypot(stops[2][0], stops[2][1]) < 0.5
height_ratio = np.abs(stops[2][2][over_face]) / SHELLS[2]
assert abs(height_ratio.mean() - 1/2) < 0.012
assert abs((height_ratio**2).mean() - 1/3) < 0.012
jumps_decade = jumps[5] - jumps[3]
jumps_theory = np.log(10) / (1 - np.log(2))
# the rim, where the planar drift does not hold, shifts this by some percent
assert abs(jumps_decade / jumps_theory - 1) < 0.2
count_bias = bias_from_counts(cap_disk)
# tolerances follow the Poisson noise of the few walks between two shells
assert abs(count_bias[0] / bias[1] - 1) < 0.12
assert abs(count_bias[2] / bias[5] - 1) < 0.4

# --- Irregular crack: walks against panel solution ---
corners = [(x, y - CENTRE_Y) for r in RECTS for x in r[:2] for y in r[2:]]
R_crack = 1.2 * max(np.hypot(*c) for c in corners)
_, hits_c, _ = walk(crack_distance, R_crack, WALKS)
cap_crack = R_crack * hits_c / WALKS
p_c = hits_c[5] / WALKS
err_crack = R_crack * np.sqrt(p_c*(1 - p_c) / WALKS)
crack_bias = bias_from_counts(cap_crack)
C_crack = cap_crack[5] - crack_bias[2]
panels = [panel_capacitance(m) for m in (3, 6, 12)]
extrap = [2*panels[1] - panels[0], 2*panels[2] - panels[1]]
panel_err = abs(extrap[1] - extrap[0])
assert panel_err < 0.01 * extrap[1]
assert abs(C_crack - extrap[1]) < 4.5*err_crack + panel_err
squares = sum((r[1] - r[0])*(r[3] - r[2]) for r in RECTS)
a_equal = np.sqrt(squares / np.pi)
assert C_crack > DISK_C * a_equal

# --- Worked example: rough values for water in oxide-coated PET film ---
side = 0.2                  # um, square side of the crack
D = 0.5                     # um^2/s
c0_cm = 0.010               # g/cm^3
c0 = c0_cm * 1e-12          # g/um^3
L = 12.0                    # um, film thickness
n_mm = 200.0                # defects per mm^2
n = n_mm * 1e-6             # defects per um^2
T = 298.15                  # K
to_daily = 1e12 * 86400     # g/(um^2 s) to g/(m^2 day)
a_um = a_equal * side
C_um, Cd_um = C_crack * side, DISK_C * a_um
rate_crack = 2*np.pi*D*C_um*c0
rate_disk = 4*D*a_um*c0
wvtr_crack, wvtr_disk = rate_crack*n*to_daily, rate_disk*n*to_daily
bare = D*c0/L*to_daily
area_only = bare * n * squares * side**2

# --- Neglected effects, with tests of their formulas ---
thick = L / side
slab_ratio = panel_capacitance(3, thick) / panels[0]
slab_formula = 1 / (1 - panels[0]*np.log(2)/thick)
assert abs((slab_ratio - 1) / (slab_formula - 1) - 1) < 0.02
finite_L = 1 / (1 - C_um*np.log(2)/L) - 1
r_grid = np.linspace(0, 8, 801)
plane_integral = simpson(1 - r_grid*slab_term(r_grid, 1.0), x=r_grid)
assert abs(plane_integral - 1) < 1e-3
neighbours = 2*np.pi*C_um*n*L
beta = 0.2
radial = solve_ivp(lambda x, c: -(1 + beta/2)/(1 + beta*c), (0, 1), [1.0],
                   rtol=1e-9, atol=1e-11)
assert abs(radial.y[0, -1]) < 1e-6
aniso = 1.2
E_act = 0.45                # eV
T_hot = 311.15              # K
kB = constants.k / constants.e
hot_factor = np.exp(E_act/kB*(1/T - 1/T_hot))
p_sat, D_air, coat = 3200.0, 0.25, 0.05   # Pa, cm^2/s, um
c_air = p_sat*18.015/(constants.R*T)*1e-6  # g/cm^3
gas_side = D*1e-8*c0_cm/(D_air*c_air)*(1 + 4*coat/(np.pi*a_um))
intact = 0.01               # g/(m^2 day)

print(f"Walks per defect: {WALKS}")
print(f"Disk launch radius R/a: {R_disk:.2f}")
print(f"Disk C/a, exact 2/pi: {DISK_C:.6f}")
print(f"Disk C/a from far field: {far_cap:.6f}")
print(f"Disk one-sided flux/(D a c0), quadrature: {flux_iso:.4f}")
print("Disk: eps/a, raw C/a, stat. error, bias/C in %, k (dimensionless)")
for k, eps in enumerate(SHELLS):
    print(f"  {eps:.4f}  {cap_disk[k]:.5f}  {err_disk[k]:.5f}  "
          f"{100*bias[k]/DISK_C:.4f}  {scaled[k] - np.log(1/eps):.3f}")
print(f"Statistical error of k at smallest eps: {scaled_err[5]:.3f}")
print(f"Slope of scaled bias against ln(a/eps), theory 1: {slope:.3f}")
print(f"Bound used for the slope's statistical error: {slope_err:.3f}")
print(f"Mean stopping height/eps over the face: {height_ratio.mean():.4f}")
print(f"Extra jumps per decade of eps, measured: {jumps_decade:.2f}")
print(f"Extra jumps per decade of eps, planar theory: {jumps_theory:.2f}")
print(f"Disk bias/C at eps/a=0.03 from counts: "
      f"{100*count_bias[0]/DISK_C:.3f} %")
print(f"Crack area: {squares} squares; launch radius/side: {R_crack:.3f}")
print("Crack: eps/side, raw C/side, bias/C in %")
for row, k in enumerate((1, 3, 5)):
    print(f"  {SHELLS[k]:.4f}  {cap_crack[k]:.4f}  "
          f"{100*crack_bias[row]/C_crack:.3f}")
print(f"Crack C/side, bias removed: {C_crack:.4f} +- {err_crack:.4f}")
print("Crack C/side, panels m=3,6,12: "
      + ", ".join(f"{p:.4f}" for p in panels))
print(f"Crack C/side, panels extrapolated: {extrap[1]:.4f}")
print(f"Change between panel extrapolations: {panel_err:.4f}")
print(f"Inputs: side {side} um, D {D} um^2/s, c0 {c0_cm:.3f} g/cm^3")
print(f"Inputs: L {L} um, density {n_mm:.0f} per mm^2, T {T} K")
print(f"Crack area: {squares*side**2:.3f} um^2")
print(f"Equal-area disk radius: {a_um:.4f} um")
print(f"Capacitance, crack: {C_um:.4f} um; disk: {Cd_um:.4f} um")
print(f"Capture ratio crack/disk: {C_um/Cd_um:.3f}")
print(f"Rate per defect, crack: {rate_crack:.3e} g/s; "
      f"disk: {rate_disk:.3e} g/s")
print(f"Transmission, cracks: {wvtr_crack:.4f} g/(m^2 day)")
print(f"Transmission, disks: {wvtr_disk:.4f} g/(m^2 day)")
print(f"Transmission, bare film: {bare:.2f} g/(m^2 day)")
print(f"Open-area estimate: {area_only:.5f} g/(m^2 day)")
print(f"Crack result / open-area estimate: {wvtr_crack/area_only:.1f}")
print(f"Finite film thickness: +{100*finite_L:.2f} %")
print(f"Random neighbours: about -{100*neighbours:.2f} %")
print(f"In-plane/normal D = {aniso}: +{100*(np.sqrt(aniso)-1):.1f} %")
print(f"D rising by {100*beta:.0f} % up to c0: +{100*beta/2:.1f} %")
print(f"D factor at {T_hot} K for {E_act} eV: {hot_factor:.2f}")
print(f"Gas-side and pore resistance / polymer resistance: {gas_side:.1e}")
print(f"Intact film {intact} g/(m^2 day): "
      f"{100*intact/wvtr_crack:.1f} % of crack flow")
print(f"Diffusion time L^2/D: {L*L/D:.0f} s")
print("finished without a failed check")
```

Printed output:

```
Walks per defect: 400000
Disk launch radius R/a: 1.50
Disk C/a, exact 2/pi: 0.636620
Disk C/a from far field: 0.636620
Disk one-sided flux/(D a c0), quadrature: 4.0000
Disk: eps/a, raw C/a, stat. error, bias/C in %, k (dimensionless)
  0.1000  0.71159  0.00118  12.0380  5.261
  0.0300  0.66126  0.00118  4.1568  5.199
  0.0100  0.64489  0.00117  1.5566  5.175
  0.0030  0.63836  0.00117  0.5243  5.172
  0.0010  0.63604  0.00117  0.1913  5.113
  0.0003  0.63518  0.00117  0.0635  5.185
Statistical error of k at smallest eps: 0.095
Slope of scaled bias against ln(a/eps), theory 1: 1.003
Bound used for the slope's statistical error: 0.038
Mean stopping height/eps over the face: 0.4998
Extra jumps per decade of eps, measured: 8.17
Extra jumps per decade of eps, planar theory: 7.50
Disk bias/C at eps/a=0.03 from counts: 4.170 %
Crack area: 17 squares; launch radius/side: 5.532
Crack: eps/side, raw C/side, bias/C in %
  0.0300  1.8869  2.442
  0.0030  1.8476  0.311
  0.0003  1.8426  0.038
Crack C/side, bias removed: 1.8419 +- 0.0041
Crack C/side, panels m=3,6,12: 1.7859, 1.8141, 1.8289
Crack C/side, panels extrapolated: 1.8437
Change between panel extrapolations: 0.0014
Inputs: side 0.2 um, D 0.5 um^2/s, c0 0.010 g/cm^3
Inputs: L 12.0 um, density 200 per mm^2, T 298.15 K
Crack area: 0.680 um^2
Equal-area disk radius: 0.4652 um
Capacitance, crack: 0.3684 um; disk: 0.2962 um
Capture ratio crack/disk: 1.244
Rate per defect, crack: 1.157e-14 g/s; disk: 9.305e-15 g/s
Transmission, cracks: 0.2000 g/(m^2 day)
Transmission, disks: 0.1608 g/(m^2 day)
Transmission, bare film: 36.00 g/(m^2 day)
Open-area estimate: 0.00490 g/(m^2 day)
Crack result / open-area estimate: 40.8
Finite film thickness: +2.17 %
Random neighbours: about -0.56 %
In-plane/normal D = 1.2: +9.5 %
D rising by 20 % up to c0: +10.0 %
D factor at 311.15 K for 0.45 eV: 2.08
Gas-side and pore resistance / polymer resistance: 9.8e-06
Intact film 0.01 g/(m^2 day): 5.0 % of crack flow
Diffusion time L^2/D: 288 s
finished without a failed check
```
